# First-order Stark shift of hydrogen from separation in parabolic coordinates

## Result and conventions

A hydrogen atom in a uniform static field $F$ along $+z$ has, to first order in $F$, the energies

$$E=-\frac{e^2}{2an^2}+\frac32\,n(n_1-n_2)\,eaF,\qquad n=n_1+n_2+|M|+1. \tag{1}$$

Here $n_1,n_2=0,1,2,\dots$ count the nodes in the two parabolic coordinates, $M$ is the magnetic quantum number and $a=\hbar^2/(me^2)$ is the Bohr radius. In atomic units the shift is $\frac32 n(n_1-n_2)F$.

Units are Gaussian. The electron has charge $-e$ with $e>0$, so its potential energy in the field is $+eFz$. The proton is fixed at the origin; spin, relativity and radiative shifts are left out. The Hamiltonian is

$$H=-\frac{\hbar^2}{2m}\nabla^2-\frac{e^2}{r}+eFz. \tag{2}$$

The coordinates are

$$\xi=r+z,\qquad \eta=r-z,\qquad r=\frac{\xi+\eta}{2},\qquad z=\frac{\xi-\eta}{2}, \tag{3}$$

together with the azimuth $\varphi$. The number $n_1$ belongs to $\xi$ and $n_2$ to $\eta$. Code that exchanges the coordinates, or takes the potential energy as $-eFz$, must reverse the sign of the shift.

## Separation

The distance from the axis is $\rho=\sqrt{r^2-z^2}=\sqrt{\xi\eta}$. Therefore

$$d\rho=\frac{\eta\,d\xi+\xi\,d\eta}{2\sqrt{\xi\eta}},\qquad dz=\frac{d\xi-d\eta}{2}.$$

In $d\rho^2+dz^2$ the cross terms $\pm\frac12 d\xi\,d\eta$ cancel, leaving

$$ds^2=\frac{\xi+\eta}{4\xi}d\xi^2+\frac{\xi+\eta}{4\eta}d\eta^2+\xi\eta\,d\varphi^2 .$$

The coordinates are orthogonal. The product of the three scale factors is $h=(\xi+\eta)/4$, so the volume element is $\frac14(\xi+\eta)\,d\xi\,d\eta\,d\varphi$. The Laplacian in orthogonal coordinates is $h^{-1}\sum_i\partial_i(h\,h_i^{-2}\partial_i)$. Since $h/h_\xi^2=\xi$ and $h/h_\eta^2=\eta$,

$$\nabla^2=\frac{4}{\xi+\eta}\left[\partial_\xi\,\xi\,\partial_\xi+\partial_\eta\,\eta\,\partial_\eta\right]+\frac{1}{\xi\eta}\partial_\varphi^2. \tag{4}$$

Put $\psi=f(\xi)g(\eta)e^{iM\varphi}$ and multiply $(H-E)\psi=0$ by $-m(\xi+\eta)/(2\hbar^2)$. This factor removes the denominators $\xi+\eta$. The separate terms become:

- Kinetic energy: $\partial_\xi\xi\partial_\xi+\partial_\eta\eta\partial_\eta-\frac{M^2}{4}\left(\frac1\xi+\frac1\eta\right)$, because $\frac{\xi+\eta}{\xi\eta}=\frac1\xi+\frac1\eta$.
- Coulomb energy $-2e^2/(\xi+\eta)$: the constant $me^2/\hbar^2=1/a$.
- Field energy $eF(\xi-\eta)/2$: $-\frac{meF}{4\hbar^2}(\xi^2-\eta^2)$.
- The term $-E$: $\frac{mE}{2\hbar^2}(\xi+\eta)=-\frac{\kappa^2}{4}(\xi+\eta)$, where $\kappa=\sqrt{-2mE}/\hbar$.

Every term is a function of $\xi$ plus a function of $\eta$, so the field does not spoil the separation. After division by $\psi$, the $\xi$ part and the $\eta$ part must each be constant. Call these constants $-\beta_1/a$ and $-\beta_2/a$. With $me/\hbar^2=1/(ea)$ the equations are

$$-(\xi f')'+\left[\frac{M^2}{4\xi}+\frac{\kappa^2\xi}{4}+\frac{F\xi^2}{4ea}\right]f=\frac{\beta_1}{a}f, \tag{5}$$

$$-(\eta g')'+\left[\frac{M^2}{4\eta}+\frac{\kappa^2\eta}{4}-\frac{F\eta^2}{4ea}\right]g=\frac{\beta_2}{a}g, \tag{6}$$

and the constant Coulomb term supplies the constraint

$$\beta_1+\beta_2=1. \tag{7}$$

The energy enters (5) and (6) through $\kappa$. The method is to regard $\kappa$ as given, find $\beta_1(\kappa,F)$ and $\beta_2(\kappa,F)$ as eigenvalues, and then let (7) select $\kappa$.

## Zero field

Write $\mu=|M|$, $x=\kappa\xi$ and $b=\beta_1/(\kappa a)$. Dividing (5) at $F=0$ by $\kappa$ gives, with primes now denoting $d/dx$,

$$(xf')'+\left[b-\frac{\mu^2}{4x}-\frac{x}{4}\right]f=0. \tag{8}$$

Near the origin the solutions behave as $x^{\pm\mu/2}$, or as $1$ and $\ln x$ when $\mu=0$; the regular one is kept. At large $x$ the acceptable solution decays as $e^{-x/2}$, up to powers of $x$. Set $f=wp$ with $w=x^{\mu/2}e^{-x/2}$. Since $xw'=\frac12(\mu-x)w$,

$$xf'=w\left[xp'+\tfrac12(\mu-x)p\right],$$

$$(xf')'=w\left[xp''+(\mu+1-x)p'+\left(\frac{(\mu-x)^2}{4x}-\frac12\right)p\right].$$

The square expands to $\frac{\mu^2}{4x}-\frac\mu2+\frac x4$. Its first and last terms cancel the corresponding terms in (8), so

$$xp''+(\mu+1-x)p'+\left(b-\frac{\mu+1}{2}\right)p=0. \tag{9}$$

Insert $p=\sum_j c_jx^j$ and write $\nu=b-(\mu+1)/2$:

$$(j+1)(j+1+\mu)\,c_{j+1}=(j-\nu)\,c_j .$$

If the series does not stop, $c_{j+1}/c_j\to1/j$. Then $p$ grows like $e^x$ up to powers, and $f$ grows like $e^{x/2}$. Decay requires $\nu=n_1=0,1,2,\dots$, and $p$ is then the Laguerre polynomial $L_{n_1}^{\mu}(x)$. The same argument holds for $\eta$. Thus

$$\beta_i^{(0)}=\kappa a\,b_i,\qquad b_i=n_i+\frac{|M|+1}{2},\qquad b_1+b_2=n. \tag{10}$$

The constraint becomes $n\kappa a=1$. Hence $\kappa_0=1/(na)$ and $E=-\hbar^2\kappa_0^2/(2m)=-e^2/(2an^2)$, the Bohr levels.

## Separation constants to first order

Keep $\kappa$ fixed and treat $F\xi^2/(4ea)$ as a perturbation. Let $A_0$ be the zero-field operator in (5), and write $f=f_0+f_1$, $\beta_1=\beta_1^{(0)}+\delta\beta_1$. The terms linear in $F$ are

$$\left(A_0-\frac{\beta_1^{(0)}}{a}\right)f_1+\frac{F\xi^2}{4ea}f_0=\frac{\delta\beta_1}{a}f_0 .$$

Multiply by $f_0$ and integrate over $\xi$. Two integrations by parts move $A_0$ onto $f_0$. The boundary term $\xi(f_1f_0'-f_0f_1')$ vanishes at the origin by regularity and at infinity by decay, so the first term drops out. The $\eta$ equation differs only in the sign of the field:

$$\delta\beta_1=\frac{F}{4e}\langle\xi^2\rangle,\qquad \delta\beta_2=-\frac{F}{4e}\langle\eta^2\rangle. \tag{11}$$

No degenerate perturbation theory is needed, because at fixed $\kappa$ and $M$ the eigenvalues (10) of each one-dimensional equation are distinct. The averages carry unit weight,

$$\langle\xi^2\rangle=\frac{\int_0^\infty\xi^2f_0^2\,d\xi}{\int_0^\infty f_0^2\,d\xi}.$$

They are not three-dimensional expectation values, for which the volume element would add the factor $\xi+\eta$.

## The moments

The moments follow from (8) without Laguerre integrals. Let $D=x\,d/dx$. Multiplying (8) by $x$ gives

$$D^2f=Wf,\qquad W=\frac{\mu^2}{4}+\frac{x^2}{4}-bx. \tag{12}$$

For the first moment, differentiate

$$D\left[(Df)^2-Wf^2\right]=2(Df)Wf-(DW)f^2-2WfDf=-(DW)f^2 .$$

Integrate with $dx/x$. The left side becomes the difference of the bracket at the two ends. It vanishes at infinity. At the origin $f\propto x^{\mu/2}$, so $(Df)^2$ and $Wf^2$ both approach $\frac{\mu^2}{4}f^2$ and their difference tends to zero. Since $DW=\frac{x^2}{2}-bx$,

$$\int_0^\infty\left(\frac x2-b\right)f^2dx=0\quad\Rightarrow\quad\langle x\rangle=2b. \tag{13}$$

For the second moment, use three derivatives:

$$D[x(Df)^2-xWf^2]=x(Df)^2-x(W+DW)f^2,$$

$$D[xfDf]=xfDf+x(Df)^2+xWf^2,\qquad D[\tfrac12xf^2]=\tfrac12xf^2+xfDf .$$

Take the first, subtract the second and add the third. The terms with $(Df)^2$ and $fDf$ cancel:

$$D\left[x(Df)^2-xWf^2-xfDf+\tfrac12xf^2\right]=xf^2\left[\tfrac12-2W-DW\right].$$

The bracket on the left vanishes at both ends because of its factor $x$ and the decay of $f$. With $2W+DW=\frac{\mu^2}{2}+x^2-3bx$, integration with $dx/x$ gives

$$\langle x^2\rangle=3b\langle x\rangle+\frac{1-\mu^2}{2}=6b^2+\frac{1-\mu^2}{2}. \tag{14}$$

Inserting $b=n_1+(\mu+1)/2$ yields the form convenient for code:

$$\kappa^2\langle\xi^2\rangle=6n_1^2+6n_1|M|+6n_1+M^2+3|M|+2. \tag{15}$$

For $\kappa^2\langle\eta^2\rangle$ replace $n_1$ by $n_2$.

## The energy from the constraint

Both coordinates have the same $\mu$, so the last term of (14) cancels in the difference:

$$\kappa^2\left(\langle\xi^2\rangle-\langle\eta^2\rangle\right)=6(b_1^2-b_2^2)=6(b_1+b_2)(b_1-b_2)=6n(n_1-n_2). \tag{16}$$

Adding (10) and (11) and using (7),

$$n\kappa a+\frac{3F}{2e\kappa^2}\,n(n_1-n_2)=1. \tag{17}$$

Set $\kappa=\kappa_0+\delta\kappa$. In the field term $\kappa$ may be replaced by $\kappa_0$, since the error is of order $F^2$. With $\kappa_0^{-2}=n^2a^2$,

$$\delta\kappa=-\frac{1}{na}\,\frac{3Fn^2a^2}{2e}\,n(n_1-n_2)=-\frac32\,\frac{Fa}{e}\,n^2(n_1-n_2). \tag{18}$$

The energy is $E=-\hbar^2\kappa^2/(2m)$, and $\hbar^2/m=e^2a$. Therefore

$$\delta E=-\frac{\hbar^2\kappa_0}{m}\,\delta\kappa=e^2a\cdot\frac{1}{na}\cdot\frac32\,\frac{Fa}{e}\,n^2(n_1-n_2)=\frac32\,n(n_1-n_2)\,eaF, \tag{19}$$

which is the shift in (1).

The quantities in (11) are changes at fixed $\kappa$. At the actual energy $\kappa$ has changed too, and the net first-order changes are

$$\Delta\beta_i=\delta\beta_i+b_i\,a\,\delta\kappa,\qquad \Delta\beta_1+\Delta\beta_2=0. \tag{20}$$

## Physical meaning and degeneracy

The three-dimensional mean of $z$ includes the weight $\xi+\eta$. Its numerator contains $\frac12(\xi-\eta)(\xi+\eta)=\frac12(\xi^2-\eta^2)$, so (13) and (16) give

$$\langle z\rangle=\frac{\frac12(\langle\xi^2\rangle-\langle\eta^2\rangle)}{\langle\xi\rangle+\langle\eta\rangle}=\frac{3n(n_1-n_2)/\kappa_0^2}{2n/\kappa_0}=\frac32\,n(n_1-n_2)\,a. \tag{21}$$

The shift is thus $eF\langle z\rangle$. A state with $n_1>n_2$ has its electron displaced towards $+z$, where the potential energy $eFz$ is higher, and its level rises. The displacement exists at zero field; the linear effect is the energy of a permanent dipole.

This agrees with degenerate perturbation theory in the shell. For two different states with the same $n$ and $M$, both $n_1$ and $n_2$ differ. The matrix element of $z$ contains $\xi^2-\eta^2$, and each term leaves an overlap in the other coordinate. That overlap vanishes because functions of the same $\kappa$ and $M$ but different node number are orthogonal with unit weight. States of different $M$ are separated by the $\varphi$ integral. The parabolic states therefore diagonalize $z$ within the shell.

The shift depends on $n_1$ and $n_2$ through $k=n_1-n_2$. At given $M$, $k$ runs from $-(n-1-|M|)$ to $n-1-|M|$ in steps of two. Conversely, at given $k$ the allowed $M$ run from $-(n-1-|k|)$ to $n-1-|k|$ in steps of two, which is $n-|k|$ values. To first order in $F$ the shell splits into $2n-1$ equidistant levels with spacing $\frac32neaF$ and orbital degeneracy $n-|k|$. For $n=1$ there is no linear shift.

## Where the formula applies

The field must separate the levels by much more than the fine structure. Otherwise the neglected fine-structure terms are not small beside the level spacing, and (1) alone does not describe the pattern.

The field term must also be a small correction in (5) and (6). After division by $\kappa$ it reads $Fx^2/(4ea\kappa^3)$, to be compared with $x/4$ in (8). With $\kappa=1/(na)$ and $x$ of order $\langle x\rangle=2b<2n$, the ratio is at most of order $n^4Fa^2/e$, and (18) gives $\delta\kappa/\kappa_0$ of the same order for the outer levels. The linear formula therefore needs $n^4Fa^2/e\ll1$, which keeps the relative error of the outer shifts small. A stricter condition keeps the shifted levels apart from those of neighbouring shells. For large $n$ the distance between shells is about $e^2/(an^3)$ and the outermost shift about $\frac32n^2eaF$, while the facing level of the neighbouring shell moves by about as much the other way. The first crossing thus comes near $3n^5Fa^2/e=1$, and this asks for $3n^5Fa^2/e\ll1$. It implies the first condition. The separation does not rely on it, but the accuracy of (1) on the scale of the level spacing does: the second-order shift of the inner levels is close to $-n^6a^3F^2$, about $0.7\,n^5Fa^2/e$ of the spacing, and it varies with $|M|$, which lifts the degeneracy at given $k$.

For $F>0$ the levels are resonances and not strictly bound states. At large $\eta$ the field term dominates (6), and $g=\eta^{-1/2}h$ gives $h''+\frac{F\eta}{4ea}h\approx0$. Its real solutions oscillate with amplitude $\eta^{-1/4}$, so $g^2$ falls as $\eta^{-3/2}$ on average. With the factor $\eta$ from the volume element the norm grows as $\sqrt\eta$ and diverges. Equation (1) is the linear term of the formal expansion about the bound state; it contains no decay rate.

A classical estimate gives the lowest energy at which escape over the barrier is possible. On the negative $z$ axis, at distance $s$ from the proton, the potential energy is $-e^2/s-eFs$. Its maximum lies at $s=\sqrt{e/F}$ and has the value

$$E_{\rm saddle}=-2e\sqrt{eF}. \tag{22}$$

Below this energy the electron cannot escape classically. Above it escape is not assured, because the barrier in (6) depends on $\beta_2$ and $M$; (22) is a lower bound for the threshold of a given state, and lying well below it is a sufficient condition for classical confinement. The criterion does not replace a calculation of the tunnelling rate.

## Worked example: $n=5$ in 30 statvolt/cm

In units of $e/a^2$ the field is $1.7490\times10^{-6}$, and $eaF=47.593$ µeV. Take $n_1=3$, $n_2=0$, $M=1$, so that $n=5$, $b_1=4$ and $b_2=1$. At zero field $\kappa_0a=0.2$, $\beta_1=0.8$, $\beta_2=0.2$ and $E=-0.5442$ eV.

Equation (14) gives $\kappa_0^2\langle\xi^2\rangle=6\cdot16+0=96$ and $\kappa_0^2\langle\eta^2\rangle=6$. Multiplication by $n^2=25$ gives $\langle\xi^2\rangle=2400\,a^2$ and $\langle\eta^2\rangle=150\,a^2$. The changes at fixed $\kappa$ are

$$\delta\beta_1=\frac{1.7490\times10^{-6}\cdot2400}{4}=1.0494\times10^{-3},$$

$$\delta\beta_2=-\frac{1.7490\times10^{-6}\cdot150}{4}=-6.559\times10^{-5}.$$

Their sum is $9.838\times10^{-4}$. The constraint requires $5a\,\delta\kappa$ to cancel it, so $a\,\delta\kappa=-1.9676\times10^{-4}$. By (20) the net change of $\beta_1$ is $1.0494\times10^{-3}-4\cdot1.9676\times10^{-4}=2.624\times10^{-4}$, and that of $\beta_2$ is the opposite.

The mean displacement is $\frac32\cdot5\cdot3\,a=22.5\,a$, and the shift is

$$\delta E=22.5\times47.593\ \text{µeV}=1071\ \text{µeV},$$

or 259 GHz.

The full constraint was also solved numerically, with (5) and (6) diagonalized in a finite basis that omits tunnelling. Within this model the shift is 1069.52 µeV, against 1070.84 µeV at first order. The remainder of $-1.32$ µeV is about 0.1% of the shift. In a separate test at stronger fields, halving the field divided the remainder by 3.984, close to the factor 4 of a quadratic term.

To first order the whole shell has this pattern:

| $k$ | shift (µeV) | orbital degeneracy |
|---|---:|---:|
| $\pm4$ | $\pm1428$ | 1 each |
| $\pm3$ | $\pm1071$ | 2 each |
| $\pm2$ | $\pm714$ | 3 each |
| $\pm1$ | $\pm357$ | 4 each |
| $0$ | $0$ | 5 |

The conditions hold. The parameter $n^4Fa^2/e$ is $625\cdot1.7490\times10^{-6}=1.1\times10^{-3}$. The spacing of 357 µeV far exceeds the field-free fine-structure spread of 4.6 µeV, and the outermost shift of about 0.0014 eV is small against the gap of 0.166 eV to $n=6$. The level also lies well below the saddle at $-0.072$ eV. The neglected fine structure lowers the levels of this shell by about 0.3 to 3 µeV, which limits the physical accuracy of the shifts. The fixed proton makes the shifts too small by the fraction $m/m_p$, with $m_p$ the proton mass, or 0.6 µeV for this state, and it puts the absolute level energy about 0.3 meV too low. The finer digits above serve to compare calculations within the model.

## Notes for implementation

For the linear shift, (1) suffices: convert $F$ to units of $e/a^2$, evaluate $\frac32n(n_1-n_2)F$, and multiply by $e^2/a$.

To go beyond first order, find the root $\kappa$ of $\beta_1(\kappa,F)+\beta_2(\kappa,F)-1=0$, starting near $1/(na)$. One eigenvalue routine serves both equations, since (6) is (5) with the field reversed. Both use $|M|$ and unit weight in the overlap matrix.

The basis for $g$ must cover the bound part of the function but stay inside the outer barrier. A basis reaching beyond it can produce eigenvalues belonging to the outer region, and selecting by node number then becomes unreliable. The eigenvalues of this real finite-basis calculation are real and contain no decay rates.

Two checks are useful. Exchanging $n_1$ with $n_2$ while reversing $F$ must leave the energy unchanged, because it merely relabels (5) and (6). The slope $dE/dF$ at $F=0$ must equal $\frac32n(n_1-n_2)ea$. The numerical check tests this slope and, independently, the eigenvalues of $z$ in a spherical basis for $n=1$ to $5$.

## Computed results

```
Field F = 30.0 statvolt/cm = 8.9938e+05 V/m
Field in units of e/a^2 = 1.7490e-06
Bohr radius a = 5.29177e-09 cm
Energy e a F = 47.5930 micro-eV
State: n1 = 3, n2 = 0, M = 1, n = 5
Zero-field energy = -0.54423 eV
kappa0 * a = 0.2000
Zero-field beta1 = 0.8000
Zero-field beta2 = 0.2000
kappa0^2 <xi^2> = 96
kappa0^2 <eta^2> = 6
<xi^2>/a^2 = 2400.0
<eta^2>/a^2 = 150.0
Change of beta1 at fixed kappa = 1.0494e-03
Change of beta2 at fixed kappa = -6.5588e-05
Sum of these changes = 9.8382e-04
First-order change of kappa*a = -1.9676e-04
Net first-order change of beta1 = 2.6235e-04
Net first-order change of beta2 = -2.6235e-04
Numerical odd-in-F change of beta1 = 2.6235e-04
Numerical odd-in-F change of beta2 = -2.6235e-04
First-order shift = 1070.84 micro-eV = 258.93 GHz
Shift from full numerical constraint = 1069.52 micro-eV
Remainder beyond first order = -1.32 micro-eV
Remainder ratio on halving the field = 3.984
Mean displacement <z>/a by quadrature = 22.500
Spacing of Stark levels = 356.95 micro-eV
k = +4: shift +1427.79 micro-eV, orbital degeneracy 1
k = +3: shift +1070.84 micro-eV, orbital degeneracy 2
k = +2: shift +713.90 micro-eV, orbital degeneracy 3
k = +1: shift +356.95 micro-eV, orbital degeneracy 4
k = +0: shift +0.00 micro-eV, orbital degeneracy 5
k = -1: shift -356.95 micro-eV, orbital degeneracy 4
k = -2: shift -713.90 micro-eV, orbital degeneracy 3
k = -3: shift -1070.84 micro-eV, orbital degeneracy 2
k = -4: shift -1427.79 micro-eV, orbital degeneracy 1
Field-free fine-structure spread, n=5: 4.64 micro-eV
Gap from n=5 to n=6 without field: 0.1663 eV
Classical saddle energy = -0.0720 eV
```
